# Valley Interference in Donor-Pair Exchange in Silicon

A calculation of the exchange coupling between two donors placed in a crystal must first settle how to represent their positions. One choice is a smooth curve $J(R)$, with a few angstroms of placement error treated as a small change of $R$. The other is to enumerate the lattice sites the donors may occupy and evaluate $J$ at each. In silicon the second is needed when several conduction valleys share the donor state: a move to the nearest equivalent site can remove almost all of the coupling.

## Setting and assumptions

Atomic units are used in the algebra, and $\varepsilon$ is the dielectric constant. Silicon has six conduction minima, at $\mathbf k_\mu=\pm k_0\hat{\mathbf x},\pm k_0\hat{\mathbf y},\pm k_0\hat{\mathbf z}$. Donor $A$ is at the origin and donor $B$ at $\mathbf R$.

**(A1) Equivalent sites.** $\mathbf R$ is a translation vector of the fcc lattice, so both donors are on the same sublattice.

**(A2) Donor orbitals.** The orbital of donor $A$ is

$$\psi_A(\mathbf r)=\sum_\mu\alpha_\mu F_\mu(\mathbf r)u_\mu(\mathbf r)e^{i\mathbf k_\mu\cdot\mathbf r},\qquad w_\mu=|\alpha_\mu|^2,\quad \sum_\mu w_\mu=1 .$$

The envelopes $F_\mu$ are real, even and normalized. The $u_\mu$ have the lattice period, and $|u_\mu|^2$ averages to one over a cell. The other orbital is $\psi_B(\mathbf r)=\psi_A(\mathbf r-\mathbf R)$.

**(A3) Slow envelopes.** The envelopes vary little over a cell, and integrals are kept to leading order in this slowness. The one-electron Hamiltonian $h$ is taken to act within each valley, which leaves out the intervalley part of the attraction near the nuclei:

$$h_\mu=-\frac12\sum_{i=x,y,z}\frac{1}{m_{\mu i}}\frac{\partial^2}{\partial r_i^2}-\frac{1}{\varepsilon|\mathbf r|}-\frac{1}{\varepsilon|\mathbf r-\mathbf R|}.$$

**(A4) Heitler-London space.** Each donor holds one electron. Configurations with both electrons on one donor are omitted.

The strong potential close to the donor nucleus, the central cell, mixes the valleys. In the unstrained crystal it is taken to select the symmetric state, $w_\mu=1/6$. Its short-range energy is otherwise left out of $h$.

Define $J=E_{\rm triplet}-E_{\rm singlet}$, so that positive $J$ favours the singlet. The smooth envelope integrals are

$$s_\mu=\int F_\mu(\mathbf r)F_\mu(\mathbf r-\mathbf R)\,d^3r,\qquad t_\mu=\int F_\mu(\mathbf r)\,h_\mu F_\mu(\mathbf r-\mathbf R)\,d^3r,$$

$$\kappa_{\mu\nu}=\iint\frac{F_\mu(\mathbf r)F_\mu(\mathbf r-\mathbf R)\,F_\nu(\mathbf r')F_\nu(\mathbf r'-\mathbf R)}{\varepsilon|\mathbf r-\mathbf r'|}\,d^3r\,d^3r'.$$

**Theorem.** Under (A1)–(A4),

$$J=\frac{1}{1-|S|^4}\sum_{\mu\nu}w_\mu w_\nu\,j_{\mu\nu}(\mathbf R)\cos[(\mathbf k_\mu-\mathbf k_\nu)\cdot\mathbf R],$$

$$j_{\mu\nu}=2\left(Ds_\mu s_\nu-s_\mu t_\nu-s_\nu t_\mu-\kappa_{\mu\nu}\right),\qquad S=\sum_\mu w_\mu s_\mu e^{-i\mathbf k_\mu\cdot\mathbf R}.$$

Here $D$ is the smooth direct energy defined in Lemma 2. The rapid dependence on $\mathbf R$ enters through differences of valley momenta.

## Lemma 1: the phase carried by each valley

**Lemma 1.** To leading order in the slowness of the envelopes, the transition density $\rho=\psi_A^*\psi_B$ may be replaced in the integrals by

$$\rho(\mathbf r)\to\sum_\mu w_\mu F_\mu(\mathbf r)F_\mu(\mathbf r-\mathbf R)e^{-i\mathbf k_\mu\cdot\mathbf R}.$$

**Proof.** By (A1), $u_\nu(\mathbf r-\mathbf R)=u_\nu(\mathbf r)$. Therefore

$$\psi_B(\mathbf r)=\sum_\nu\alpha_\nu F_\nu(\mathbf r-\mathbf R)u_\nu(\mathbf r)e^{i\mathbf k_\nu\cdot\mathbf r}e^{-i\mathbf k_\nu\cdot\mathbf R}.$$

Multiplication by $\psi_A^*$ gives

$$\rho=\sum_{\mu\nu}\alpha_\mu^*\alpha_\nu F_\mu(\mathbf r)F_\nu(\mathbf r-\mathbf R)\,u_\mu^*u_\nu\,e^{i(\mathbf k_\nu-\mathbf k_\mu)\cdot\mathbf r}e^{-i\mathbf k_\nu\cdot\mathbf R}.$$

The periodic product $u_\mu^*u_\nu$ is a sum of waves $e^{i\mathbf G\cdot\mathbf r}$ over reciprocal-lattice vectors. Each term thus carries the wavevector $\mathbf k_\nu-\mathbf k_\mu+\mathbf G$. This vanishes for $\mu=\nu$, $\mathbf G=0$, where the coefficient is the cell average of $|u_\mu|^2$, namely one. The other terms oscillate under a slow envelope and are dropped. $\square$

Two integrals follow at once:

$$S=\int\rho\,d^3r=\sum_\mu w_\mu s_\mu e^{-i\mathbf k_\mu\cdot\mathbf R},\qquad h_{AB}=\langle\psi_A|h|\psi_B\rangle=\sum_\mu w_\mu t_\mu e^{-i\mathbf k_\mu\cdot\mathbf R}.$$

The same averaging gives $|\psi_A|^2\to\sum_\mu w_\mu F_\mu^2$, which contains no phase.

**Remark (what was dropped).** For $k_0=0.85(2\pi/a)$, with $a$ the lattice constant, the fcc translations alone would allow opposite valleys a component of wavevector $4\pi/a-2k_0=0.3(2\pi/a)$, slower than $2k_0$. In unstrained silicon the screw axis of the diamond structure along the valley direction makes its coefficient vanish, and the slowest surviving components come from perpendicular valleys, with wavevector about $1.02(2\pi/a)$. A model Bloch function that keeps the slow component still gives a number for the error of the averaging. I summed complete orbitals on a grid of spacing 1.5 Å, using the model parameters given below and a periodic part containing a second plane wave along the valley axis, of relative amplitude 0.3. This wave produces the slow component and is absent from the silicon Bloch function, whose other plane waves were not included. For $\mathbf R=(10,0,0)a$ the overlap was 0.2877, against 0.2868 from Lemma 1. For $\mathbf R=(9.5,0.5,0)a$, where the valleys partly cancel, the exchange integral $K$ defined below was $2.55\times10^{-4}$ eV, against $2.49\times10^{-4}$ eV. These differences also contain grid error. They do not test the attraction in $h$, which is not slow near a nucleus. Its omitted intervalley part can change $J$ appreciably even away from a node. A small dropped term matters more, relative to what remains, when the leading terms cancel.

## Lemma 2: the two-electron splitting

**Lemma 2.** Let

$$U=\iint\frac{|\psi_A(\mathbf r)|^2|\psi_B(\mathbf r')|^2}{\varepsilon|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',\qquad K=\iint\frac{\rho(\mathbf r)\rho^*(\mathbf r')}{\varepsilon|\mathbf r-\mathbf r'|}\,d^3r\,d^3r',$$

and $D=2h_{AA}+U$. Then

$$J=\frac{2\left[|S|^2D-2\,{\rm Re}(S^*h_{AB})-K\right]}{1-|S|^4}.$$

**Proof.** The singlet has a symmetric spatial function and the triplet an antisymmetric one:

$$\Phi_\pm=\frac{\psi_A(1)\psi_B(2)\pm\psi_B(1)\psi_A(2)}{\sqrt{2(1\pm|S|^2)}}.$$

The normalization follows because the two products have overlap $SS^*=|S|^2$. The Hamiltonian is $H=h(1)+h(2)+1/(\varepsilon r_{12})+1/(\varepsilon R)$. Inversion about $\mathbf R/2$ exchanges the donors and leaves the even envelopes unchanged, so $h_{BB}=h_{AA}$. The diagonal element of $H$ is therefore $D+1/(\varepsilon R)$.

In the off-diagonal element, each one-electron term multiplies the overlap of the other electron:

$$\langle AB|H|BA\rangle=h_{AB}S^*+Sh_{BA}+K+\frac{|S|^2}{\varepsilon R}.$$

Since $h_{BA}=h_{AB}^*$, the first two terms add to $2\,{\rm Re}(S^*h_{AB})$. Write $X=2\,{\rm Re}(S^*h_{AB})+K$ and $O=|S|^2$. Then

$$E_\pm=\frac{D\pm X}{1\pm O}+\frac1{\varepsilon R}.$$

The donor repulsion cancels in the difference:

$$J=E_--E_+=\frac{(D-X)(1+O)-(D+X)(1-O)}{1-O^2}.$$

The numerator is $D+DO-X-XO-D+DO-X+XO=2(DO-X)$, which is the stated result. $\square$

The zero of energy has no effect. Shifting $h$ by a constant $e$ adds $2e$ to $D$ and $eS$ to $h_{AB}$, and the resulting terms $2e|S|^2$ and $-2e|S|^2$ cancel inside the bracket.

## Proof of the theorem

Write $\theta_{\mu\nu}=(\mathbf k_\mu-\mathbf k_\nu)\cdot\mathbf R$. Multiplying the sum for $S$ by its conjugate gives

$$|S|^2=\sum_{\mu\nu}w_\mu w_\nu s_\mu s_\nu\cos\theta_{\mu\nu}.$$

The sine terms vanish because they change sign when $\mu$ and $\nu$ are exchanged. Likewise,

$$2\,{\rm Re}(S^*h_{AB})=2\sum_{\mu\nu}w_\mu w_\nu s_\mu t_\nu\cos\theta_{\mu\nu}
=\sum_{\mu\nu}w_\mu w_\nu(s_\mu t_\nu+s_\nu t_\mu)\cos\theta_{\mu\nu}.$$

The last form averages the sum with its copy in which the labels are exchanged. Lemma 1 also gives

$$K=\sum_{\mu\nu}w_\mu w_\nu\kappa_{\mu\nu}\cos\theta_{\mu\nu}.$$

Substitution of these three sums in Lemma 2 proves the theorem. $\square$

## Corollaries: which valleys cause the oscillation

**Six equally occupied valleys.** Opposite valleys have the same envelope, so label envelopes by their axis $p,q=x,y,z$. For each pair of axes, the four sign choices give

$$\sum_{\sigma,\sigma'=\pm1}\cos(\sigma k_0R_p-\sigma'k_0R_q)=4\cos(k_0R_p)\cos(k_0R_q).$$

With $w_\mu w_\nu=1/36$, the theorem becomes

$$J=\frac{1}{9(1-|S|^4)}\sum_{p,q}j_{pq}\cos(k_0R_p)\cos(k_0R_q).\tag{1}$$

**One valley.** The single momentum difference is zero, and $J=j_{\mu\mu}/(1-s_\mu^4)$. The valley may lie far from zero momentum, but its phase cancels. The same happens if all valleys are assigned one common momentum. The oscillation therefore requires different momenta within one coherent donor state.

**Two valleys, $\pm k_0\hat{\mathbf z}$.** Strain can leave these two lowest. With $w_\mu=1/2$,

$$J=\frac{j_{zz}\cos^2(k_0R_z)}{1-|S|^4},$$

where $D$ is evaluated with the new weights. A displacement in the $xy$ plane now changes no valley phase. A displacement along $z$ still does.

**Equal envelopes and masses.** If all valleys had the same envelope and the same effective masses along $x$, $y$ and $z$, every $j_{pq}$ would equal one function $j_0$. Equal envelopes alone are not enough, because $t_\mu$ contains the masses of its own valley. For small overlap,

$$J\simeq j_0(R)\left[\frac{\cos k_0R_x+\cos k_0R_y+\cos k_0R_z}{3}\right]^2 .$$

This limit gives perfect nodes. The real envelopes are compressed along their valley axis, which changes both the relative contributions of the valleys, at fixed $w_\mu$, and the behaviour at a node.

**Proposition (exchange at zero overlap).** If $S=0$, then $J=-2K\le0$ in the Heitler-London space.

**Proof.** Put $S=0$ in Lemma 2. The integral $K$ is the Coulomb energy of $\rho$ with its own conjugate. In Fourier space it is an integral of $|\rho_{\mathbf q}|^2$ times the positive factor $4\pi/(\varepsilon q^2)$, so it cannot be negative. $\square$

With equal envelopes, $S=0$ at nonzero $s$ makes the whole slow transition density vanish, and $K=0$. With unequal envelopes, positive and negative regions can cancel in $S$ while $K$ survives. A negative $J$ near a node is not yet a prediction of a triplet ground state. Adding the omitted doubly occupied configurations enlarges the singlet space and can lower the singlet energy, whereas two orbitals provide just one spatial triplet. The correction therefore raises $J$ or leaves it unchanged, and the final sign is undetermined here.

## Worked example: one target and its neighbouring sites

Take round parameters for a host with silicon's valley structure: $a=5.4$ Å, $k_0=0.85(2\pi/a)=0.989$ Å$^{-1}$, transverse and longitudinal masses 0.2 and 0.9 electron masses, and $\varepsilon=12$. They do not describe a particular donor species.

An ellipsoidal trial envelope, $\exp[-\sqrt{(x^2+y^2)/a_t^2+z^2/a_l^2}]$ for a $z$ valley, has its lowest energy at $a_t=24.0$ Å and $a_l=14.1$ Å. The integrals below use twelve anisotropic Gaussians scaled to these lengths, with coefficients that minimize the donor energy. That energy is $-0.0291$ eV relative to the valley minimum. The Coulomb integrals were reduced to one-dimensional quadratures.

Write $\mathbf R=(n_x,n_y,n_z)a/2$. An fcc translation requires $n_x+n_y+n_z$ to be even. The target is $(36,0,0)$, a separation of 97.2 Å along $[100]$. The envelope overlaps there are $s_x=0.0193$ and $s_y=s_z=0.1934$. The $x$ valleys contribute little because their envelopes are short along $x$.

The cosines for the three axes are $-0.309,1,1$. In units of $10^{-3}$ eV the coefficients are

$$j_{xx}=0.0064,\quad j_{yy}=j_{zz}=1.219,\quad j_{xy}=j_{xz}=0.0974,\quad j_{yz}=1.262.$$

Equation (1), with its denominator $1-|S|^4$ equal to one at this precision, gives

$$J=\frac{10^{-3}}9\left[0.001+2(1.219)-4(0.309)(0.0974)+2(1.262)\right]{\rm eV}=5.4\times10^{-4}\ {\rm eV}.$$

Now move donor $B$ by $(a/2,a/2,0)$, a distance of 3.8 Å, to $(37,1,0)$. The cosines become $-0.156,-0.891,1$. The $y$ and $z$ contributions to the overlap now have opposite signs:

$$S=\frac{-0.156(0.0164)-0.891(0.1796)+0.1801}{3}=0.006.$$

At the target the same sum is 0.127. The exchange falls to $-6\times10^{-6}$ eV, about 1% of its former magnitude. Its negative sign accords with the proposition, since $S$ is nearly zero, and should be read with the caution given there.

If all six valleys are given one common momentum, with the same envelopes, the two values are $6.0\times10^{-4}$ and $5.0\times10^{-4}$ eV. The change of distance and envelope overlap therefore accounts for a modest reduction. The collapse comes from the valley phases.

**A parity rule for nearby sites.** For the chosen $k_0$,

$$\cos(k_0na/2)=\cos(0.85\pi n)=(-1)^n\cos(0.15\pi n).$$

The last cosine is positive for $|n|\le2$. The dominant $y$ and $z$ contributions thus add when $n_y$ and $n_z$ have equal parity, and oppose each other otherwise. Because the three integers have an even sum, the second case means odd $n_x$. Values for representative sites are:

| $(n_x,n_y,n_z)$ | $J$ (eV) | Common momentum (eV) |
|---|---:|---:|
| $(34,0,0)$ | $6.9\times10^{-4}$ | $8.3\times10^{-4}$ |
| $(35,1,0)$ | $-5\times10^{-6}$ | $7.0\times10^{-4}$ |
| $(36,1,1)$ | $4.5\times10^{-4}$ | $5.9\times10^{-4}$ |
| $(36,2,0)$ | $3.3\times10^{-4}$ | $5.8\times10^{-4}$ |
| $(37,2,1)$ | $7\times10^{-6}$ | $4.9\times10^{-4}$ |

There are 43 same-sublattice sites within 7 Å of the target, including the target itself. At 24 of them $|J|$ is below $10^{-5}$ eV. At the other 19 it lies between $3.0\times10^{-4}$ and $6.9\times10^{-4}$ eV. An average over these sites would describe neither group. With a common momentum, $J$ stays between 0.71 and 1.39 times its target value over the same sites.

**Separation along $[110]$.** For $\mathbf R=(n,n,0)a/2$, the $z$ valleys have phase factor one, while the $x$ and $y$ valleys share the factor $\cos(0.85\pi n)$. At $n=20$, or 76.4 Å, this factor is $-1$ and $J=1.5\times10^{-5}$ eV. One site farther, at 80.2 Å, it is $0.891$ and $J=9.3\times10^{-4}$ eV. In this model the coupling rises as the donors move apart. The ratio of these two values is about sixty, but that number belongs to this envelope: the first value is the remainder of a near-cancellation between the $z$ valleys and the $x$ and $y$ valleys. A more compact envelope weakens the $x$ and $y$ contributions, and a short-range well that raises the binding to 0.045 eV reduces the ratio to about four. With a common momentum the coupling falls, from $1.33\times10^{-3}$ to $1.02\times10^{-3}$ eV.

**The strained case.** With the two $z$ valleys alone, the move from $(36,0,0)$ to $(37,1,0)$ changes $J$ from $1.22\times10^{-3}$ to $1.04\times10^{-3}$ eV, a ratio of 0.85. In-plane sensitivity is now set by the envelopes. Moving instead to $(36,1,1)$ changes $R_z$ by $a/2$ and gives a ratio of 0.786. The valley factor alone is $\cos^2(0.85\pi)=0.794$.

## Scope of the result

The theorem uses (A1) when it replaces $u_\mu(\mathbf r-\mathbf R)$ by $u_\mu(\mathbf r)$. For donors on opposite sublattices this step fails, and the phases of the Bloch functions must be worked out separately. The parity rule also depends on the chosen $k_0$ and on the dominance of two valley pairs for separations near $[100]$.

The magnitudes inherit the error of the variational envelopes, especially their tails, and omit the short-range central-cell energy. A phosphorus donor in silicon is bound by about 0.045 eV rather than 0.029 eV, and its more compact envelope makes the couplings at these distances several times smaller. The dropped rapid terms and the doubly occupied configurations were not evaluated at the sites near a node, where the remaining $J$ is small. The small values above establish strong suppression within this model, not precise residual couplings.

For a pair placed to within a few angstroms, the practical input is therefore a distribution over lattice sites, with the valley phases evaluated at each. A distribution of distances alone discards the information that separates the strongly coupled sites from the nearly uncoupled ones.
